\section*{Finite-cell energy correction for a charged dopant in a cubic supercell, part 1}

(Sections cited here and not found follow in the second part.)

\section{Point charges in a neutralising background}

\subsection{An error that fades slowly}

Place one elementary charge, smeared into a Gaussian of width $1.5$ bohr, in a medium of dielectric constant $12$. Its electrostatic energy is $15.672$ millihartree. Now repeat the same charge periodically in cubic cells of edge $20$ bohr and add a uniform background that makes each cell neutral. The energy per cell is $9.908$ millihartree, which is too low by $5.764$ millihartree. With an edge of $60$ bohr the cell has 27 times the volume, yet the energy is still too low by $1.965$ millihartree. About one third of the error has survived.

A calculation of a charged dopant in a semiconductor meets this problem directly. The physical dopant is dilute, but the computed one has a copy of itself in every cell. These notes derive the error and its leading term,
\begin{equation}
W_{\rm per}(L)-W_{\rm iso}=-\frac{\alpha q^2}{2\varepsilon L}+O(L^{-3}),
\label{eq:main}
\end{equation}
where $W_{\rm per}$ is the energy per cell of edge $L$, $W_{\rm iso}$ the energy of the isolated defect, $q$ the defect charge, $\varepsilon$ the dielectric constant and $\alpha$ a pure number belonging to the simple cubic lattice. The correction to be added to a computed energy is the opposite of the error, $+\alpha q^2/(2\varepsilon L)$.

\subsection{Model and conventions}

Hartree atomic units are used: the elementary charge is 1, lengths are in bohr and energies in hartree. The potential of a charge $q$ in the medium is $q/(\varepsilon r)$. A singly ionised donor has $q=+1$, a singly ionised acceptor $q=-1$.

The host is represented by a homogeneous medium that responds linearly. In a cubic crystal the macroscopic dielectric tensor is isotropic, so one number $\varepsilon$ describes it. If the ions are held fixed when the defect is charged, $\varepsilon$ is the electronic constant. If they relax, it is the static constant, which contains the ionic response as well. The variation of the response within a crystal cell, known as local fields, is left out. The use of \eqref{eq:main} for a real crystal therefore rests on a physical premise: charges far apart interact through the macroscopic $\varepsilon$.

\subsection{Why a background is needed}

Let the charges sit at the lattice points $\mathbf R=L(n_1,n_2,n_3)$, with integers $n_i$. A periodic potential has a periodic gradient, so its flux through opposite faces of a cell cancels. By Gauss's theorem the cell must then hold no net charge. Without compensation there is no periodic solution. The uniform density $-q/L^3$ restores neutrality, and the Poisson equation reads
\begin{equation}
\varepsilon\nabla^2\varphi=-4\pi q\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1{L^3}\Big].
\label{eq:poisson}
\end{equation}
Expand in plane waves with $\mathbf G=(2\pi/L)(m_1,m_2,m_3)$ and integer $m_i$. The array of delta functions has the coefficient $1/L^3$ for every $\mathbf G$, and the background cancels the one at $\mathbf G=0$. Since $\nabla^2$ multiplies a plane wave by $-G^2$,
\begin{equation}
-\varepsilon G^2\varphi_{\mathbf G}=-\frac{4\pi q}{L^3}
\quad\Rightarrow\quad
\varphi_{\mathbf G}=\frac{4\pi q}{\varepsilon L^3G^2}\qquad(\mathbf G\neq0).
\end{equation}
At $\mathbf G=0$ the equation reads $0=0$, so the mean potential is undetermined. It is set to zero here. With the potential $v$ of a unit charge at $\varepsilon=1$,
\begin{equation}
\varphi(\mathbf r)=\frac q\varepsilon\,v(\mathbf r),\qquad
v(\mathbf r)=\frac{4\pi}{L^3}\sum_{\mathbf G\ne0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2}.
\label{eq:v}
\end{equation}

\subsection{The potential near a charge}

Remove the charge's own Coulomb potential by defining
\begin{equation}
\psi(\mathbf r)=v(\mathbf r)-\frac1r .
\end{equation}
Near the origin $\nabla^2v=-4\pi\delta(\mathbf r)+4\pi/L^3$, while $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$. The delta functions cancel:
\begin{equation}
\nabla^2\psi=\frac{4\pi}{L^3}\qquad(r<L).
\label{eq:lappsi}
\end{equation}
Thus $\psi$ is smooth at the site. Its value there follows from scaling. In \eqref{eq:v}, $1/G^2$ is proportional to $L^2$ and the prefactor to $L^{-3}$, so $v$ is $1/L$ times a function of $\mathbf r/L$. The same holds for $1/r$, and hence for $\psi$. Therefore
\begin{equation}
\psi(0)=-\frac{\alpha}{L},
\end{equation}
which defines $\alpha$.

Inversion symmetry removes all odd powers from the expansion of $\psi$. Cubic symmetry makes the quadratic term $cr^2$ with a single coefficient. Since $\nabla^2r^2=6$, equation \eqref{eq:lappsi} gives $6c=4\pi/L^3$, and
\begin{equation}
\psi(\mathbf r)=-\frac\alpha L+\frac{2\pi r^2}{3L^3}+O\!\left(\frac{r^4}{L^5}\right).
\label{eq:psi}
\end{equation}

Evaluated close to the site, $(\psi+\alpha/L)/r^2$ is $2.0956$, $2.0941$ and $2.0936$ in units of $L^{-3}$ along the directions 100, 110 and 111. The predicted coefficient is $2\pi/3=2.0944$. The small spread comes from the quartic term. By \eqref{eq:lappsi} that term must have zero Laplacian, and with cubic symmetry it is proportional to $x^4+y^4+z^4-\tfrac35r^4$, because $\nabla^2(x^4+y^4+z^4)=12r^2$ and $\nabla^2r^4=20r^2$. Along the three directions this polynomial equals $\tfrac25$, $-\tfrac1{10}$ and $-\tfrac4{15}$ times $r^4$. The computed deviations have these signs and, within rounding, these ratios.

\subsection{From potential to energy}

Charge the whole periodic system gradually, with all charges, background included, multiplied by $t$ from 0 to 1. Linear response makes the potential $t\varphi$. Adding $\rho\,dt$ costs the work $t\,dt\int\rho\varphi\,d^3r$ per cell, so
\begin{equation}
W_{\rm per}=\int_0^1t\,dt\int_{\rm cell}\rho\varphi\,d^3r=\frac12\int_{\rm cell}\rho\varphi\,d^3r .
\label{eq:work}
\end{equation}
Here $\rho$ is the defect charge plus the background. The background contributes $-(q/2L^3)\int_{\rm cell}\varphi\,d^3r$, which vanishes for the zero-mean potential. Only the defect charge remains in the integral.

For a point charge both $W_{\rm per}$ and $W_{\rm iso}$ are infinite, but their difference is finite. Let the defect have a localised density $\rho_d$ of total charge $q$. Its periodic interaction is $v/\varepsilon$ and its isolated interaction is $1/(\varepsilon r)$, so
\begin{equation}
W_{\rm per}-W_{\rm iso}=\frac1{2\varepsilon}\iint\rho_d(\mathbf r)\rho_d(\mathbf r')\,\psi(\mathbf r-\mathbf r')\,d^3r\,d^3r' .
\label{eq:double}
\end{equation}
If $\rho_d$ is much smaller in extent than $L$, the first term of \eqref{eq:psi} may be taken out of the integral. The remaining double integral is $q^2$, and the result is \eqref{eq:main}. The quadratic term of $\psi$ gives the order $L^{-3}$.

The sign deserves a physical account, since repulsion between copies might be expected to raise the energy. Replace the cell by a sphere of the same volume, with radius $a$ proportional to $L$. The charge at the centre attracts the background with energy
\begin{equation}
-\frac{q}{\varepsilon}\int_0^a\frac{3q}{4\pi a^3}\,\frac{4\pi r^2}{r}\,dr=-\frac{3q^2}{2\varepsilon a}.
\end{equation}
The background repels itself. Built up shell by shell, it holds the charge $qr^3/a^3$ within radius $r$ (in magnitude), and its energy is
\begin{equation}
\frac1\varepsilon\int_0^a\frac1r\,\frac{qr^3}{a^3}\,\frac{3qr^2}{a^3}\,dr=\frac{3q^2}{5\varepsilon a}.
\end{equation}
The sum is $-9q^2/(10\varepsilon a)$. Neutral spheres that do not overlap exert no forces on each other, so in this estimate nothing else is left. The energy is negative and proportional to $q^2/(\varepsilon L)$, for a donor as for an acceptor. The exact lattice changes the numerical factor.

\subsection{A rapidly convergent sum for the lattice constant}

The plane-wave series \eqref{eq:v} cannot be evaluated term by term after $1/r$ is subtracted at the origin. Split the Coulomb potential with a free parameter $\eta>0$:
\begin{equation}
\frac1r=\frac{\operatorname{erfc}(\eta r)}r+\frac{\operatorname{erf}(\eta r)}r .
\end{equation}
The second part is the potential of the unit Gaussian charge $g(r)=(\eta^3/\pi^{3/2})e^{-\eta^2r^2}$. To verify this, differentiate:
\begin{equation}
\frac1r\frac{d^2}{dr^2}\operatorname{erf}(\eta r)
=\frac1r\frac{d}{dr}\Big(\frac{2\eta}{\sqrt\pi}e^{-\eta^2r^2}\Big)
=-\frac{4\eta^3}{\sqrt\pi}e^{-\eta^2r^2}=-4\pi g(r).
\end{equation}
The Fourier transform of $g$ is $e^{-k^2/4\eta^2}$, so that of the second part is $4\pi e^{-k^2/4\eta^2}/k^2$. The first part has the transform
\begin{equation}
\frac{4\pi}{k^2}\left(1-e^{-k^2/4\eta^2}\right)\longrightarrow\frac{\pi}{\eta^2}\qquad(k\to0).
\end{equation}

When a function is summed over all lattice translations, its Fourier coefficients are its transform at $\mathbf G$ divided by $L^3$: the integrals over one cell of all the translated copies join into one integral over all space. The lattice sum of the first part therefore has mean value $\pi/(\eta^2L^3)$, which must be subtracted. Its coefficients at $\mathbf G\neq0$ fall short of those in \eqref{eq:v} by the Gaussian part, which must be added:
\begin{align}
v(\mathbf r)={}&\sum_{\mathbf R}\frac{\operatorname{erfc}(\eta|\mathbf r-\mathbf R|)}{|\mathbf r-\mathbf R|}
+\frac{4\pi}{L^3}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}e^{i\mathbf G\cdot\mathbf r}-\frac{\pi}{\eta^2L^3}.
\end{align}
Now subtract $1/r$ and let $r\to0$. The term $\mathbf R=0$ becomes $-\operatorname{erf}(\eta r)/r\to-2\eta/\sqrt\pi$. Hence
\begin{align}
-\frac\alpha L={}&\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\eta R)}R
+\frac{4\pi}{L^3}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}
-\frac{2\eta}{\sqrt\pi}-\frac{\pi}{\eta^2L^3}.
\label{eq:ewald}
\end{align}
Both sums converge rapidly, and the total cannot depend on $\eta$. Evaluation gives $\alpha=2.83729748$, and a test with several values of $\eta$ confirms the independence.

\subsection{The same number from neutral cubes}

A second route shows where the zero of potential enters. Take $L=q=\varepsilon=1$ and regard the crystal as a stack of neutral cubes, each a point charge with its own cube of background. Add the potentials of a block of $(2N+1)^3$ cubes at the central site, leaving out the central charge itself:
\begin{equation}
S=\lim_{N\to\infty}\Big[\sum_{0<\max|n_i|\le N}\frac1{|\mathbf n|}-(2N+1)^2I\Big],\qquad
I=\int_{\rm unit\ cube}\frac{d^3r}{r}.
\end{equation}
The factor $(2N+1)^2$ arises because $\int d^3r/r$ scales as length squared. Each cube has no net charge, no dipole and, by cubic symmetry, no quadrupole; inversion excludes the octupole. Its outside potential therefore falls at least as fast as $R^{-5}$. The number of cubes near distance $R$ grows as $R^2$, so the sum converges absolutely.

Computed values are $I=2.380077$ and $S=-2.313699$. The latter is not $-\alpha$, because the stack has a nonzero mean potential. That mean is the integral over all space of the potential of one cube, which is the limit of $4\pi\tilde\rho(\mathbf k)/k^2$ as $k\to0$, with $\tilde\rho$ the transform of the cube's charge density. Only the background has second moments, $-\int x^2d^3r=-\tfrac1{12}$ along each axis. Expanding $e^{-i\mathbf k\cdot\mathbf r}$ to second order,
\begin{equation}
\tilde\rho(\mathbf k)\simeq-\frac{k^2}2\Big(-\frac1{12}\Big)=\frac{k^2}{24},
\qquad \frac{4\pi}{24}=\frac\pi6=0.52360 .
\end{equation}
The stack and $v$ obey the same Poisson equation, so they differ by a constant. Removing the mean gives
\begin{equation}
-\alpha=S-\frac\pi6=-2.313699-0.52360=-2.83730,
\end{equation}
in agreement with \eqref{eq:ewald}.

The numbers also show how $-\alpha$ is made up in this grouping. The background of the central cube alone gives $-I=-2.380$ at the site. All other cubes together add only $0.066$, because each of them is neutral and seen from outside. Removing the mean potential contributes the remaining $-0.524$. The largest part thus comes from the defect's own background.

\section{Extended charges, screening and dopant concentration}

\subsection{What is carried over}

A defect of charge $q$ is repeated with cubic edge $L$ in a medium of macroscopic dielectric constant $\varepsilon$. The vectors $\mathbf R$ and $\mathbf G$ are those of the direct and reciprocal lattices, and the mean potential is zero. $W_{\rm per}$ and $W_{\rm iso}$ are the periodic and isolated energies. The first half gave $W_{\rm per}-W_{\rm iso}=-\alpha q^2/(2\varepsilon L)+O(L^{-3})$ with $\alpha=2.8373$, and the lattice identity \eqref{eq:ewald}, valid for every $\eta>0$. What remains is to find the next term, allow the medium to screen less well at short distance, and follow the error into a dopant concentration.

\subsection{Energies in terms of one spectrum}

Let the defect density have the transform $\rho(\mathbf k)$, with $\rho(0)=q$, and let the medium respond at wave number $k$ with $\varepsilon(k)$, where $\varepsilon(0)=\varepsilon$. A modulation of the electron density with a very short wavelength costs much kinetic energy, so the electrons respond weakly to such a field and $\varepsilon(k)$ falls towards 1 at large $k$. For a spherical defect define
\begin{equation}
f(k)=\frac{|\rho(k)|^2}{\varepsilon(k)}=f_0+f_2k^2+\dots,\qquad f_0=\frac{q^2}{\varepsilon}.
\end{equation}
The isolated energy, half the charge times the potential, is
\begin{equation}
W_{\rm iso}=\frac12\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi f(k)}{k^2}
=\frac1{4\pi^2}\int_0^\infty4\pi k^2\,\frac{f(k)}{k^2}\,dk=\frac1\pi\int_0^\infty f(k)\,dk .
\label{eq:wiso}
\end{equation}
In the periodic system the charge coefficients are $\rho(\mathbf G)/L^3$ and the potential coefficients are $4\pi\rho(\mathbf G)/[\varepsilon(G)G^2L^3]$. The integral of a product over a cell is $L^3$ times the sum of products of coefficients, one of them conjugated, so
\begin{equation}
W_{\rm per}=\frac{L^3}2\sum_{\mathbf G\ne0}\frac{\rho^*(\mathbf G)}{L^3}\,\frac{4\pi\rho(\mathbf G)}{\varepsilon(G)G^2L^3}
=\frac{2\pi}{L^3}\sum_{\mathbf G\neq0}\frac{f(G)}{G^2}.
\label{eq:wper}
\end{equation}
The background has removed $\mathbf G=0$ and done nothing else. The finite-cell error is thus the difference between a sum that lacks its central point and an integral.

This part has derived the leading error $-\alpha q^2/(2\varepsilon L)$, with $\alpha=2.8373$, and expressed the periodic and isolated energies through one spectrum $f(k)$, as a sum without its central point and an integral. What remains is to find the $L^{-3}$ term, including the effect of weaker screening at short distance, and to follow the error into a dopant concentration.
